# Why strain switches phosphorene's preferred electron-transport direction by 90 degrees

Take a phosphorene-like channel at 300 K with $5\times10^{12}$ electrons/cm² and stretch it along the zigzag direction. In the model worked out below, at 3% strain the mobility is 201 cm²/Vs along armchair and 37 cm²/Vs along zigzag. At 6% it is 69 along armchair and 150 along zigzag. The density and the scattering time are the same in both cases. The lattice has barely changed shape, yet the good direction has become the poor one.

The reason is that the electrons have moved to a different band edge. Two conduction minima lie close in energy, one light along armchair and the other light along zigzag, and strain reverses their order. Both lie at the zone centre $\Gamma$, so they differ in symmetry, not in crystal momentum.

Let $x$ be armchair, $y$ zigzag, and $\varepsilon$ the tensile strain along $y$. Edge 1 is the lower one at zero strain. The rough inputs are

- edge 1: $m_{1x}=0.17\,m_0$, $m_{1y}=1.1\,m_0$;
- edge 2: $m_{2x}=0.9\,m_0$, $m_{2y}=0.2\,m_0$;
- separation: $\Delta=E_2-E_1=\Delta_0-D\varepsilon$, with $\Delta_0=0.25$ eV and $D=5$ eV per unit strain.

The masses are held fixed under strain.

## Why one edge can be light in one direction only

Write a Bloch state as $e^{i\mathbf k\cdot\mathbf r}u$. For a local crystal potential, without spin-orbit coupling, the Hamiltonian acting on $u$ is

$$H_{\mathbf k}=H_0+\frac{\hbar}{m_0}\mathbf k\cdot\mathbf p+\frac{\hbar^2k^2}{2m_0}.$$

Inversion symmetry removes the first-order energy shift of a nondegenerate state at $\Gamma$. Second-order perturbation theory for edge $j$, with $\mathbf k$ along axis $a$, gives

$$E_j(k_a)=E_j+\frac{\hbar^2k_a^2}{2m_0}+\frac{\hbar^2k_a^2}{m_0^2}\sum_{n\ne j}\frac{|\langle n|p_a|j\rangle|^2}{E_j-E_n}.$$

Setting the quadratic part equal to $\hbar^2k_a^2/2m_{ja}$ and multiplying by $2m_0/\hbar^2k_a^2$ yields

$$\frac{m_0}{m_{ja}}=1+\frac{2}{m_0}\sum_{n\ne j}\frac{|\langle n|p_a|j\rangle|^2}{E_j-E_n}.$$

A state below the edge makes the mass lighter and a state above makes it heavier. A close, strongly coupled valence state therefore makes a light direction.

Phosphorene has a mirror that sends $y$ to $-y$. Under it $p_x$ is even and $p_y$ is odd, so $p_x$ connects states of equal mirror parity and $p_y$ connects states of opposite parity. A given valence state can lighten an edge along $x$ or along $y$, but not both. The two directions therefore draw on separate sets of partner states. This allows strong anisotropy but does not force it: an edge is light in one direction only when a close, strongly coupled lower partner exists for that direction and not for the other. For edge 1, $m_0/m_{1x}-1=4.9$ must come from partners reached by $p_x$. Along $y$ the mass is close to $m_0$, so the coupling terms nearly cancel or are small. Edge 2 has the roles reversed.

Strain along either axis preserves the mirror; in-plane shear does not. A nearest-neighbour lattice with one $s$ and three $p$ orbitals per atom, in phosphorene's puckered geometry, was used to test this. The largest product of the $x$ and $y$ velocity elements (each times $\hbar$) between the same two states was zero to rounding, both unstrained and at 5% axial strain. A tensor shear of 0.02 raised it to 0.28 (eV nm)².

## Why strain reverses the order

A state that oscillates along the stretched direction has kinetic energy to lose. To isolate this effect, expand a crystal state in plane waves and hold the Fourier components of the potential fixed while the cell length along $y$ grows as $1+\varepsilon$. Each reciprocal-lattice component $G_y$ then scales as $(1+\varepsilon)^{-1}$, so only the $y$ kinetic energy depends on strain:

$$T_y(\varepsilon)=\frac{T_y(0)}{(1+\varepsilon)^2},\qquad \left.\frac{dT_y}{d\varepsilon}\right|_0=-2T_y(0).$$

The first-order change of an eigenvalue is the expectation value of the change in the Hamiltonian, hence

$$\left.\frac{dE_j}{d\varepsilon}\right|_0=-2\left\langle j\left|\frac{p_y^2}{2m_0}\right|j\right\rangle.$$

A two-dimensional rectangular crystal shows how strain changes the energies and masses of such states at $\Gamma$. It is not a semiconductor with its conduction minimum there, since the same band lies lower at the zone corner. Only its levels at $\Gamma$ are used. Its cell is 0.50 nm by 0.48 nm. The potential components are $-1.5$ eV at the second harmonics along each axis, and 0.3 eV at the first harmonics and the first diagonal ones. The two competing levels, called edges here, resemble $\sin(2\pi x/a)$ and $\sin(2\pi y/b)$, where $a$ and $b$ are the cell lengths. They start 0.50 eV apart and have slopes of $-0.44$ and $-13.2$ eV per unit strain. The second falls faster because nearly all its oscillation is along $y$, and the edges cross at 4.2% strain.

The lower of these two edges has masses $(0.104,1.05)\,m_0$ along $(x,y)$ before strain. At twice the crossing strain they are $(1.06,0.112)\,m_0$. The light value can be traced. The momentum $p_y$ links the sine to the matching cosine. The potential mixes that cosine with the one along $x$, so it is shared between two lower states, 3.4 and 2.1 eV below the edge at 8.3% strain. They contribute 4.3 and 3.6 to $m_0/m_y$. Adding the free-electron term of 1 gives 8.9, or $m_y\approx0.112\,m_0$.

The two edges can cross because they have different mirror parities: no axial strain can couple them at $\Gamma$. When the two diagonal components of the potential are made unequal, $0.30\pm0.01$ eV, the mirrors are lost. The smallest separation found between 0 and 9% strain is then 0.035 eV, and the crossing has become an avoided one.

This crystal illustrates the mechanism at $\Gamma$ but does not supply phosphorene's $D$. In the real material, bond angles, the pucker height and the potential itself also change. The value of 5 eV is a separate input.

## From band order to conductivity

Near each edge,

$$E=E_i+\frac{\hbar^2k_x^2}{2m_{ix}}+\frac{\hbar^2k_y^2}{2m_{iy}}.$$

The area in $\mathbf k$ space below kinetic energy $w$ is that of an ellipse, $2\pi w\sqrt{m_{ix}m_{iy}}/\hbar^2$. Multiplying by $2/(2\pi)^2$ for spin and differentiating in $w$ gives a constant density of states,

$$g_i=\frac{\sqrt{m_{ix}m_{iy}}}{\pi\hbar^2}.$$

With chemical potential $\mu$ and Fermi occupation, integration over $w$ gives

$$n_i=g_i\int_0^\infty\frac{dw}{e^{(E_i+w-\mu)/k_BT}+1}
=N_i\ln\!\left[1+e^{(\mu-E_i)/k_BT}\right],\qquad N_i=g_ik_BT.$$

Now apply a weak field $F_a$ and let each edge have a constant relaxation time $\tau_i$. For charge $-e$, the linearized Boltzmann equation gives $\delta f=e\tau_iF_av_a\,\partial f/\partial E$. The current density is $-e$ times the sum of $v_a\delta f$, so

$$\sigma_{aa}^{(i)}=2e^2\tau_i\int\frac{d^2k}{(2\pi)^2}\,v_a^2\left(-\frac{\partial f}{\partial E}\right).$$

Since $v_a\,\partial f/\partial E=\hbar^{-1}\partial f/\partial k_a$, integration by parts moves the derivative onto $v_a=\hbar k_a/m_{ia}$. The boundary term vanishes and $\partial v_a/\partial k_a=\hbar/m_{ia}$. What remains is the density:

$$\sigma_{aa}=e^2\left(\frac{n_1\tau_1}{m_{1a}}+\frac{n_2\tau_2}{m_{2a}}\right).$$

Within this model the formula holds at any degeneracy. The mobility quoted here is $\sigma_{aa}/(ne)$, with $n=n_1+n_2$.

For $\tau_1=\tau_2=20$ fs, $e\tau/m_0$ is 35.2 cm²/Vs. At 6% strain edge 2 holds 82.2% of the electrons, so

$$\mu_x=35.2\left(\frac{0.178}{0.17}+\frac{0.822}{0.9}\right)=69,\qquad
\mu_y=35.2\left(\frac{0.178}{1.1}+\frac{0.822}{0.2}\right)=150$$

in cm²/Vs. The change in populations accounts for the numbers in the opening paragraph.

## Where the preferred direction changes

Define two positive quantities,

$$A_1=\frac1{m_{1x}}-\frac1{m_{1y}},\qquad A_2=\frac1{m_{2y}}-\frac1{m_{2x}}.$$

Subtracting the two conductivities gives

$$\sigma_{xx}-\sigma_{yy}=e^2(n_1\tau_1A_1-n_2\tau_2A_2).$$

The minus sign is the essential point. If both edges were light along $x$, the second term would be positive and no transfer of electrons could change the preferred direction. The exchange needs opposite anisotropies as well as a sufficient transfer of electrons.

At the isotropic point $n_1\tau_1A_1=n_2\tau_2A_2$. Combined with $n_1+n_2=n$, this gives

$$n_1=n\,\frac{\tau_2A_2}{\tau_1A_1+\tau_2A_2},\qquad n_2=n-n_1.$$

To find the required separation, invert the population formula:

$$\frac{\mu-E_i}{k_BT}=\ln\!\left(e^{n_i/N_i}-1\right).$$

Subtracting the $i=2$ equation from the $i=1$ equation eliminates $\mu$:

$$\Delta^*=k_BT\ln\frac{e^{n_1/N_1}-1}{e^{n_2/N_2}-1},\qquad
\varepsilon^*=\frac{\Delta_0-\Delta^*}{D}.$$

For the example $A_1=4.973/m_0$ and $A_2=3.889/m_0$. With equal times, $n_1=2.19\times10^{12}$ and $n_2=2.81\times10^{12}$ cm⁻². Dividing by $N_1=4.67\times10^{12}$ and $N_2=4.58\times10^{12}$ cm⁻² gives 0.470 and 0.612. Hence

$$\Delta^*=25.85\ \mathrm{meV}\times\ln\frac{0.600}{0.845}=-8.9\ \mathrm{meV},\qquad
\varepsilon^*=\frac{250+8.9}{5000}=5.18\%.$$

Direct integration of the Boltzmann expression over $\mathbf k$ gives the same $\Delta^*$. The band edges themselves cross at 5.00%. Transport changes over slightly later because edge 1 has the larger anisotropy $A_1$, so edge 2 needs a majority of the electrons to balance it.

**Dilute limit.** When $n_i\ll N_i$, $e^{n_i/N_i}-1$ becomes $n_i/N_i$. Using the balance condition for $n_1/n_2$,

$$\Delta^*\to k_BT\ln\frac{\tau_2A_2\sqrt{m_{2x}m_{2y}}}{\tau_1A_1\sqrt{m_{1x}m_{1y}}}.$$

With $a_1=\ln(m_{1y}/m_{1x})$, the product $A_1\sqrt{m_{1x}m_{1y}}$ is $e^{a_1/2}-e^{-a_1/2}=2\sinh(a_1/2)$. The same step for edge 2, with $a_2=\ln(m_{2x}/m_{2y})$, leaves

$$\Delta^*\to k_BT\ln\frac{\tau_2\sinh(a_2/2)}{\tau_1\sinh(a_1/2)}.$$

Only mass ratios matter here, because a larger density of states compensates a heavier overall mass. The example gives $-6.9$ meV.

**Effect of density.** For small $z$, $\ln(e^z-1)=\ln z+z/2+\dots$, so the first correction to the dilute result is

$$\frac{k_BT}{2}\left(\frac{n_1}{N_1}-\frac{n_2}{N_2}\right)=\frac12\left(\frac{n_1}{g_1}-\frac{n_2}{g_2}\right).$$

It is $-1.8$ meV here and accounts for most of the difference between $-6.9$ and $-8.9$ meV. In the opposite limit, $T\to0$ at fixed density, $\ln(e^z-1)\to z$ and $\Delta^*\to n_1/g_1-n_2/g_2$, or $-3.7$ meV. For these masses and equal times, going from $10^{12}$ to $10^{13}$ cm⁻² at 300 K moves the crossing by less than 0.1% strain, and going from 100 to 500 K at the original density moves it by less than 0.2%. Over these ranges $\Delta_0$ and $D$ mainly set its position.

## A swap of axes, not a gradual turn

For a field at angle $\theta$ from armchair, the conductivity along the field is

$$\sigma(\theta)=\sigma_{xx}\cos^2\theta+\sigma_{yy}\sin^2\theta,\qquad
\frac{d\sigma}{d\theta}=(\sigma_{yy}-\sigma_{xx})\sin2\theta.$$

Away from the isotropic point, the extrema lie at 0° and 90° whatever the strain. The maximum stays on $x$ until the two conductivities are equal, and then it is on $y$. At equality every direction conducts equally well. The size of the anisotropy changes continuously, passing through zero, although its axis jumps.

The changeover is spread over a range of strain because both edges hold electrons near the crossing, through thermal occupation and through the filling of states at finite density. The ratio $\sigma_{xx}/\sigma_{yy}$ is 6.5 at zero strain, 2 at 4.49%, 1/2 at 5.90%, and 0.23 at 8%. The interval from 2 to 1/2 corresponds to a 70 meV change in $\Delta$, or about $2.7k_BT$.

A real turn appears when the mass ellipses are tilted unequally. Suppose that edge 1 is rotated by a small angle $\delta$ and edge 2 is not, with equal relaxation times. Rotating the inverse-mass tensor changes its diagonal difference to $A_1\cos2\delta$ and creates an off-diagonal element $\tfrac12A_1\sin2\delta$. The preferred angle $\varphi$ then obeys

$$\tan2\varphi=\frac{2\sigma_{xy}}{\sigma_{xx}-\sigma_{yy}}
=\frac{n_1A_1\sin2\delta}{n_1A_1\cos2\delta-n_2A_2}.$$

Where $n_1A_1=n_2A_2$, the right side is $\sin2\delta/(\cos2\delta-1)=-\cot\delta$. For $\delta>0$ the numerator is positive and the denominator negative, so $2\varphi=90^\circ+\delta$. A 2° tilt gives $\varphi=46^\circ$ at this balance point (5.177% strain), with 3.8° at 4.68% and 88.3° at 5.68%. If both ellipses tilt equally, the axes all rotate together and the 90° jump remains. Shear may also couple the two edges, which this tilt estimate leaves out.

## How far the neglected effects move the crossing

Each change below is made alone, with the other inputs fixed. The reference is 5.18%.

- **Relaxation times.** $\tau_2/\tau_1=2$ gives 4.71%, and $1/2$ gives 5.63%. A longer time lets fewer electrons in edge 2 balance edge 1. In the dilute limit a factor of two moves $\Delta^*$ by $k_BT\ln2=18$ meV, or 0.36% strain; finite density enlarges the shift.
- **Scattering between edges.** Short-range scatterers with equal matrix elements within and between the edges give 5.16%. The mobility changes much more than the crossing strain: if edge 1 alone keeps its 20 fs, the extra final states lower the mobility at the crossing to about 58 cm²/Vs, half the value for fixed times.
- **Band mixing.** An off-diagonal term $\hbar^2k_xk_y/m_0$ gives 5.23%. A linear term of 0.05 eV nm times $k_y$ gives 5.55%. Both values keep only the velocities within each mixed band. The splitting of the mixed bands is comparable with $\hbar/\tau=33$ meV, and adding the interband contribution with that broadening reduces them to about 5.20% and 5.43%. Inversion forbids the linear term if the edges have equal inversion parity, which is assumed here. A perpendicular gate field breaks inversion but keeps the $y$ mirror and the glide that sends $x$ to $-x$. It admits a $k_y$ term only if the two edges have equal parity under that glide, in which case the $k_xk_y$ term is forbidden. If their glide parities are opposite, the $k_xk_y$ term is allowed and the $k_y$ term stays forbidden under the gate. The size of a gate-induced term has not been calculated.
- **Temperature.** At 400 K the crossing is at 5.22%, with masses, times and band energies unchanged.
- **Nonparabolicity.** The mean kinetic energy in edge 1 at the crossing is 29 meV. With a two-band dispersion along the light axis of each edge and a rough 2 eV gap, both mobilities there fall by 3 to 4%, while the crossing stays at 5.18%.

Among these trials, unequal scattering times and linear mixing matter most. The listed shifts are sensitivities to chosen changes, not bounds.

## Setting the model beside a real channel

The masses have the size and anisotropy expected for phosphorene, and first-principles calculations have predicted an exchange of this kind at strains of several percent. The 20 fs time is a rough choice that puts the light-direction mobility near 200 cm²/Vs. It implies a level broadening $\hbar/\tau$ of 33 meV, more than $k_BT$, so sharp bands and Boltzmann transport are only a rough description here. The least secure inputs are $\Delta_0$ and $D$. Raising $\Delta_0$ by 0.05 eV moves the crossing up by 1% strain, and lowering $D$ to 4 eV moves it to 6.5%. Both errors exceed the shifts listed above, so 5.18% is the model's number and not a specification for a device.

Real devices also break the assumption of uniform strain. A local variation of 0.5% shifts $\Delta$ by 25 meV, almost $k_BT$. Near the crossing, neighbouring regions can then prefer different axes, and a measured resistance depends on how the current passes through them.

The load path matters too. If both axial strains act, write $\Delta=\Delta_0-D_x\varepsilon_{xx}-D_y\varepsilon_{yy}$. With lateral contraction $\varepsilon_{xx}=-\nu\varepsilon_{yy}$, the effective rate is $D=D_y-\nu D_x$. A free sheet and a sheet bonded to a substrate can have different $\nu$, hence different crossing strains.

For a rough zigzag stiffness of 100 N/m, linear elasticity gives a sheet tension of 5.2 N/m at the crossing. On a 0.10 mm substrate with its neutral plane at mid-thickness, the surface strain is the thickness divided by twice the bend radius, so the radius must be 0.97 mm. This assumes that all the surface strain reaches the phosphorene. The crossing lies at about one fifth of a rough ideal failure strain of 25%, but that fraction is no safety factor: defects, edges, slip and clamps can end the experiment earlier.

The electrical load is a similar fraction of its ideal limit. The assumed density needs about 2.3 MV/cm in a gate oxide of relative permittivity 3.9, against a rough 10 MV/cm breakdown field for good silicon dioxide.

## What to do with it

Choose the channel direction for the strain at which the device will work. Between 0 and 8% in this model, a zigzag channel gains mobility from 32 to 175 cm²/Vs, while an armchair channel falls from 207 to 40. Holding the strain at the isotropic point gives 113 in both directions, but small strain errors then change the anisotropy strongly.

That sensitivity is useful in a strain gauge. Between ratios of 2 and 1/2, $\ln(\sigma_{xx}/\sigma_{yy})$ changes by 1.39 over 1.41% strain, an average of about 1% change in the ratio for each 0.01% of strain.

To identify the mechanism, measure both axial conductivities on the same sheet at fixed carrier density, and record the local strain. Over the whole exchange, one should fall and the other rise, with an equal-conductivity point between. Scattering between the edges can move one of them slightly against its overall trend near the start or end, so that both change in the same sense there: with the short-range scatterers above, the zigzag mobility dips about 2% between 0 and 3% strain while the armchair mobility falls about 11%. A large common rise or fall suggests a change in density or overall scattering. If the preferred axis turns through intermediate angles, look for shear, unequal tilts or nonuniform strain. The model's inputs and main results are collected in the numerical output.

## Calculated quantities

```
SYMMETRY AND PLANE-WAVE CRYSTAL (mechanism only)
max |vx||vy|: unstrained 2.7e-15, 5% axial 3.8e-15 (eV nm)^2
max |vx||vy|: tensor shear 0.02 0.277 (eV nm)^2
edge separation at zero strain: 0.498 eV
edge slopes with y strain: -0.44, -13.17 eV/strain
edge crossing strain: 4.17 %
lowest-edge masses x,y before: 0.104, 1.052 m0
lowest-edge masses x,y after: 1.063, 0.112 m0
smallest gap with shear potential 0.01 eV: 0.0349 eV
PHOSPHORENE-LIKE CHANNEL (rough inputs)
edge 1 masses x,y: 0.17, 1.10 m0
edge 2 masses x,y: 0.90, 0.20 m0
T = 300 K, kT = 25.85 meV, tau = 20 fs
sheet density = 5.00e+12 cm^-2
initial separation = 0.25 eV; closing rate = 5.0 eV/strain
N1, N2 = 4.670e+12, 4.582e+12 cm^-2
A1, A2 = 4.973, 3.889 1/m0
strain %, E2-E1 meV, edge-2 share %, mobility x, y cm2/Vs, x/y
0.00, 250.0, 0.01, 206.9, 32.0, 6.467
3.00, 100.0, 3.41, 201.2, 36.9, 5.455
5.00, 0.0, 49.52, 123.8, 103.2, 1.199
5.18, -8.9, 56.12, 112.7, 112.7, 1.000
6.00, -50.0, 82.20, 69.0, 150.3, 0.459
8.00, -150.0, 99.45, 40.0, 175.1, 0.229
band edges cross at 5.000 % strain
isotropic point: delta* = -8.860 meV, strain = 5.177 %
direct k-space crossing: delta = -8.860 meV
dilute-limit delta* = -6.852 meV
populations at isotropic point: 2.194e+12, 2.806e+12 cm^-2
x/y ratio 2 at 4.49 %, ratio 1/2 at 5.90 %
edge 1 tilted by 2 deg: preferred angle from x
  strain 4.68 %: 3.8 deg
  strain 5.18 %: 46.0 deg
  strain 5.68 %: 88.3 deg
NEGLECTED EFFECTS AND MECHANICS
tau2/tau1 = 0.5: crossing at 5.63 %
tau2/tau1 = 2.0: crossing at 4.71 %
short-range scattering between edges: crossing at 5.16 %
quadratic mixing hbar^2 kx ky/m0: crossing at 5.23 %
linear mixing 0.05 eV nm times ky: crossing at 5.55 %
400 K: crossing at 5.22 %
edge-1 mean kinetic energy at crossing: 29.0 meV
light-mass rise 2E/gap for a 2 eV gap: 2.9 %
0.5% strain variation shifts E2-E1 by 25 meV
gate field in oxide of relative permittivity 3.9: 2.32 MV/cm
sheet tension for stiffness 100 N/m: 5.18 N/m
bend radius of 0.10 mm substrate: 0.97 mm
fraction of rough ideal failure strain 25%: 0.21
```
